# Voltage Division in a Floating Crossbar of Power-Law Cells, part 1

(Sections cited here and not found follow in the second part.)

## First half: from four cells to the whole array

### Four cells

Take two word lines crossing two bit lines, with a two-terminal cell at each of the four crossings. Hold word line 1 at the voltage $V>0$ and bit line 1 at zero. Leave the other two lines floating: nothing is connected to them except the cells. The cell between the two driven lines is the selected one, and it has the full voltage $V$ across it.

Current can also leave word line 1 by a second route. It passes through a cell to bit line 2, through another cell to word line 2, and through a third cell to bit line 1. This is the sneak path. In the steady state a floating line cannot collect charge, so the three cells carry the same current. If they are identical, and if each conducts equally well in both directions, they have equal voltages. The three voltages add up to $V$, so each is

$$
\frac{V}{3}.
$$

The current law of the cells did not enter. It was enough that equal currents mean equal voltages.

The direction of the current does matter. In the first and third cells it runs from a word line to a bit line, as in the selected cell. In the middle cell it runs from bit line 2 to word line 2. The middle cell, the one touching neither driven line, is biased in reverse. "Identical cells" must therefore include identical behaviour in the two polarities. What happens without this is worked out at the end of this half.

### Many resistors

Now let there be $N$ word lines and $N$ bit lines, with one of each driven as before and all others floating. It is convenient to write

$$
m=N-1
$$

for the number of floating lines of each kind. Apart from the selected cell, the array contains three groups:

- $m$ cells between the driven word line and the floating bit lines;
- $m^2$ cells between floating bit lines and floating word lines;
- $m$ cells between the floating word lines and the driven bit line.

The first and third groups are half-selected, since each of their cells touches one driven line. The cells of the second group are doubly unselected.

Let every cell be a resistor $R$. Suppose for the moment that all floating bit lines share one potential and all floating word lines share another. This is plausible because nothing distinguishes one floating line from the next, and it is proved below for a wider class of cells. Lines at equal potential may be joined without changing any current. Each group then becomes a set of parallel resistors, and the groups are in series, with resistances

$$
\frac{R}{m},\qquad \frac{R}{m^2},\qquad \frac{R}{m}.
$$

Their sum is

$$
\frac{R}{m}+\frac{R}{m^2}+\frac{R}{m}=\frac{R(2m+1)}{m^2}.
$$

The middle group takes the fraction of $V$ equal to its fraction of the resistance:

$$
\frac{R/m^2}{R(2m+1)/m^2}=\frac{1}{2m+1}=\frac{1}{2N-1}.
$$

For $N=2$ this is $1/3$, as found above. For a large array it is close to $1/(2N)$. The unselected block contains most of the cells, but because they are in parallel it is a small resistance, and little voltage falls across it. Nearly all of $V$ is divided between the two half-selected groups.

The sneak current is $V$ divided by the series resistance, and the selected cell carries $V/R$. Their ratio is

$$
\frac{I_{\rm s}}{I_{\rm sel}}=\frac{m^2}{2m+1}.
$$

This grows as $m/2$ for large $m$. For $N=64$, so $m=63$, the share is $1/127=0.0079$ and the current ratio is $3969/127=31.25$. A reading of such an array would mostly measure the cells that were not selected. This is the reason for making the cells nonlinear.

### The power-law cell

Let the current through a cell with voltage $v$ be

$$
I=f(v)=k\,{\rm sgn}(v)\,|v|^{n},\qquad k>0,\quad n>0.
$$

Here $v$ is the word-line potential minus the bit-line potential, and $I$ is positive when it flows from word line to bit line. The constant $k$ has the unit ${\rm A/V}^n$. The resistor is the case $n=1$, with $k=1/R$.

Two properties of $f$ will be used. It is odd, $f(-v)=-f(v)$, which expresses equal conduction in both polarities. It also increases strictly with $v$, so that different voltages give different currents.

The exponent measures how strongly the current is suppressed at reduced voltage. At half the voltage the current is smaller by the factor $2^n$. For $n=6$ this factor is 64.

The wires are taken to have no resistance, and the voltages have been applied long enough for the array to be steady. Both assumptions are examined in the second half.

### Kirchhoff's law and uniqueness

Number the lines so that word line 1 and bit line 1 are driven. Let $w_i$ and $b_j$ be the potentials of the word and bit lines, with

$$
w_1=V,\qquad b_1=0.
$$

The cell at crossing $(i,j)$ has the voltage and current

$$
D_{ij}=w_i-b_j,\qquad I_{ij}=f(D_{ij}).
$$

No net current leaves a floating line, so

$$
\sum_{j=1}^{N}I_{ij}=0\quad(i\ge2),\qquad
\sum_{i=1}^{N}I_{ij}=0\quad(j\ge2).
\tag{1}
$$

These are $2m$ equations for the $2m$ unknown potentials. They are nonlinear, so it must be asked whether they could have several solutions, perhaps some in which the floating lines differ from one another.

Suppose there are two solutions, the second marked by a prime. Denote differences by $\delta w_i=w_i-w_i'$, $\delta b_j=b_j-b_j'$ and $\delta I_{ij}=I_{ij}-I_{ij}'$. Then $D_{ij}-D_{ij}'=\delta w_i-\delta b_j$. Multiply this by $\delta I_{ij}$ and sum over all cells:

$$
\sum_{i,j}\delta I_{ij}\,(D_{ij}-D_{ij}')
=\sum_i\delta w_i\Big(\sum_j\delta I_{ij}\Big)
-\sum_j\delta b_j\Big(\sum_i\delta I_{ij}\Big).
$$

Every term on the right vanishes. For a driven line the potential is prescribed, so $\delta w_1=\delta b_1=0$. For a floating line the bracket is the difference of two sums that are both zero by equation (1). Hence

$$
\sum_{i,j}(I_{ij}-I_{ij}')(D_{ij}-D_{ij}')=0.
$$

Because $f$ is strictly increasing, the two factors in each term have the same sign, or both are zero. No term is negative, so a vanishing sum requires each term to vanish, and therefore $D_{ij}=D_{ij}'$ for every cell. The potentials agree too: since $b_1=0$, we have $w_i=D_{i1}$, and since $w_1=V$, we have $b_j=V-D_{1j}$.

There is thus at most one solution. If a symmetric one can be found, it is the state of the array. The argument used the strict increase of $f$ but not its oddness, which will be useful shortly.

### The symmetric solution

Try a common potential $w$ for all floating word lines and a common potential $b$ for all floating bit lines. The first set of equations (1) becomes one equation. A floating word line has one cell to the driven bit line, with voltage $w-0$, and $m$ cells to floating bit lines, with voltage $w-b$:

$$
f(w)+m f(w-b)=0.
\tag{2}
$$

A floating bit line has one cell to the driven word line, with voltage $V-b$, and $m$ cells to floating word lines:

$$
f(V-b)+m f(w-b)=0.
\tag{3}
$$

Subtracting (3) from (2) gives $f(w)=f(V-b)$. Since different voltages give different currents, the arguments are equal. Call their common value $V_{\rm h}$, the voltage of a half-selected cell:

$$
w=V-b=V_{\rm h}.
$$

The voltage of an unselected cell then follows as

$$
w-b=V_{\rm h}-(V-V_{\rm h})=-(V-2V_{\rm h}).
$$

Define

$$
V_{\rm u}=V-2V_{\rm h},\qquad\text{so that}\qquad 2V_{\rm h}+V_{\rm u}=V.
\tag{4}
$$

The unselected cells have the voltage $-V_{\rm u}$. Inserting this in (2) and using $f(-V_{\rm u})=-f(V_{\rm u})$ gives

$$
f(V_{\rm h})=m f(V_{\rm u}).
\tag{5}
$$

This says that the current of one half-selected cell spreads over $m$ unselected cells.

Before taking roots, the sign of $V_{\rm u}$ has to be settled. If $V_{\rm u}\le0$, then (5) would give $f(V_{\rm h})\le0$ and so $V_{\rm h}\le0$. Equation (4) would then make $V\le0$, contrary to the choice $V>0$. Hence $V_{\rm u}>0$, and (5) also makes $V_{\rm h}$ positive. The unselected cells are indeed reverse biased.

For positive voltages (5) reads $kV_{\rm h}^n=mkV_{\rm u}^n$. The constant $k$ cancels, and the $n$th root is

$$
V_{\rm h}=m^{1/n}V_{\rm u}.
\tag{6}
$$

Put this into (4):

$$
V=2m^{1/n}V_{\rm u}+V_{\rm u}=\left(1+2m^{1/n}\right)V_{\rm u}.
$$

The voltage share of a doubly unselected cell is therefore

$$
u\equiv\frac{V_{\rm u}}{V}=\frac{1}{1+2(N-1)^{1/n}}.
\tag{7}
$$

The share of a half-selected cell is

$$
h\equiv\frac{V_{\rm h}}{V}=m^{1/n}u=\frac{m^{1/n}}{1+2m^{1/n}}.
\tag{8}
$$

For $n=1$ equation (7) returns $1/(2N-1)$, which now has its proof. For $N=2$ it returns $1/3$ at every $n$. The state of the selected cell has no influence on the result, because an ideal source fixes the voltages at both its ends. Neither $V$ nor $k$ appears in the shares: a pure power law has no voltage scale of its own, so raising $V$ raises all cell voltages in proportion.

As a numerical test, equations (1) were solved with all line potentials left independent, for $N=2$, 5 and 12 and $n=1$, 3 and 6, from two random starting states each. The largest departure of any unselected share from (7) was $8\times10^{-17}$, which is rounding error.

### Sneak current and power

The current leaving the driven word line through its $m$ half-selected cells is

$$
I_{\rm s}=m k V_{\rm h}^n=m^2kV_{\rm u}^n,
$$

where the second form follows from (5). The selected cell carries $I_{\rm sel}=kV^n$. Their ratio is

$$
r\equiv\frac{I_{\rm s}}{I_{\rm sel}}=m h^n=m^2u^n.
\tag{9}
$$

For $n=1$ this is $m^2/(2m+1)$, in agreement with the resistor array.

The same total current $I_{\rm s}$ passes through each of the three groups. The power dissipated in a group is $I_{\rm s}$ times its voltage, and the power of the whole sneak path is $I_{\rm s}V$. The unselected block thus dissipates the fraction $I_{\rm s}V_{\rm u}/(I_{\rm s}V)=u$ of the sneak power. The voltage share is also a power share.

### An array of 64 by 64

Take $N=64$, $n=6$, $V=1.5$ V and a selected-cell current of 10 µA. With $m=63$,

$$
m^{1/n}=63^{1/6}=1.9948,\qquad
u=\frac{1}{1+2\times1.9948}=0.2004.
$$

The cell voltages are

$$
V_{\rm u}=0.2004\times1.5\ {\rm V}=0.301\ {\rm V},\qquad
V_{\rm h}=1.9948\,V_{\rm u}=0.600\ {\rm V}.
$$

An unselected cell carries $10\ \mu{\rm A}\times u^6=0.648$ nA. A half-selected cell carries 63 times as much, 40.8 nA. The sneak current is the sum over 63 half-selected cells, 2.57 µA, or 0.257 of the selected current.

With resistors the ratio was 31.25. The nonlinearity has reduced it by more than a factor of a hundred, while raising the voltage of each unselected cell from 0.8 % to 20 % of $V$. The two changes do not conflict: the cells now need more voltage to carry a small current.

### Unequal polarities or stored data

Let the unselected cells have a smaller or larger prefactor, $\rho k$ with $\rho>0$, at the same exponent. This describes a cell that conducts differently in reverse. It also describes a data pattern in which all unselected cells are in one state and all half-selected cells in another. The current law of each cell still increases strictly, so uniqueness holds. Equation (5) becomes

$$
kV_{\rm h}^n=m\rho kV_{\rm u}^n,\qquad\text{so}\qquad V_{\rm h}=(\rho m)^{1/n}V_{\rm u},
$$

and the share is

$$
u_\rho=\frac{1}{1+2(\rho m)^{1/n}}.
\tag{10}
$$

For $\rho=0.1$ in the array above, $\rho m=6.3$ and the share rises from 0.200 to 0.269. Solving the full network gave the same share for both readings of $\rho$. In the limit $\rho\to0$ the share tends to 1: an ideal rectifier in the middle of the path blocks the current and takes the whole voltage. The limit is approached slowly: in the array above, $\rho=10^{-4}$ gives a share of only 0.538. Large voltage on the unselected cells is then the price of a small sneak current.

## Second half: strong nonlinearity and the limits of the array

### Symbols and results carried over

The array has $N$ word lines and $N$ bit lines, with $m=N-1$ floating lines of each kind. One word line is at $V$ and one bit line at zero. All cells obey $f(v)=k\,{\rm sgn}(v)|v|^n$. A doubly unselected cell has the voltage magnitude $V_{\rm u}=uV$, in reverse, and a half-selected cell has $V_{\rm h}=hV$, where

$$
u=\frac{1}{1+2m^{1/n}},\qquad h=m^{1/n}u,\qquad 2h+u=1.
$$

The sneak current divided by the selected-cell current is $r=mh^n=m^2u^n$. The example has $N=64$, $n=6$, $V=1.5$ V and 10 µA through the selected cell.

### The variable that decides

Write $L=\ln m$ and

$$
x=\frac{L}{n}=\frac{\ln(N-1)}{n},\qquad m^{1/n}=e^{x}.
$$

The share then depends on one variable:

$$
u=\frac{1}{1+2e^{x}}.
\tag{11}
$$

Strong nonlinearity means $x\ll1$, that is, $n\gg\ln(N-1)$. Whether an exponent is large must be judged against the logarithm of the array size. In the limit $x\to0$,

$$
u\to\frac13,\qquad h\to\frac13.
$$

The array behaves in this respect like the four-cell array at the start. The reason can be read from the inverted current law, $|v|=(|I|/k)^{1/n}$. A half-selected cell carries $m$ times the current of an unselected one, but its voltage is larger by only $m^{1/n}$, which tends to 1. The number of parallel cells in a group ceases to matter. What remains is the number of cells in series, which is three.

For $N=64$ the solution of the full network gives:

| $n$ | $u$ | $h$ | $r$ |
|---:|---:|---:|---:|
| 1 | 0.0079 | 0.496 | 31.3 |
| 2 | 0.0593 | 0.470 | 13.9 |
| 6 | 0.200 | 0.400 | 0.257 |
| 10 | 0.248 | 0.376 | $3.54\times10^{-3}$ |
| 20 | 0.289 | 0.356 | $6.55\times10^{-8}$ |
| 40 | 0.311 | 0.345 | $1.97\times10^{-17}$ |

The last rows show the mathematical limit. No real cell can be expected to follow one power law down to such currents.

For identical power-law cells, the steady voltage shares depend only on $\ln(N-1)/n$, and the unselected share tends to one third when $n\gg\ln(N-1)$. It remains to see how slowly that limit is reached, what happens to the sneak current and to large arrays, and how leakage, cell variation, charging time and real devices limit the result.

Numerical values quoted here were computed with a short program.
